# Mean excitation energy of hydrogen from a Sturmian p-wave basis

## Problem

A fast ion of charge $Z_1$ and speed $v$ loses energy by exciting and ionizing hydrogen atoms. The target enters the leading high-speed formula through one number, the mean excitation energy $I$:

$$\ln I=\frac{\sum_n f_n\ln\omega_n}{\sum_n f_n},\qquad \omega_n=E_n-E_0,\qquad f_n=2\omega_n|\langle n|z|0\rangle|^2 .$$

The sums include an integral over the continuum. The atom is nonrelativistic, in its ground state, with a fixed nucleus. Atomic units are used, so $E_0=-1/2$, and $\ln\omega$ means the logarithm of $\omega$ in hartree.

1. Show in the first Born approximation why the logarithmic average appears.
2. Find the p-wave Hamiltonian and overlap matrices in the basis
$$\varphi_k(r)=N_kx^2e^{-x/2}L_k^{(3)}(x),\quad x=2\lambda r,\quad N_k^2=\frac{k!}{(k+3)!},\quad k=0,\dots,N-1 .$$
3. For $\lambda=1$, reduce the calculation of $\omega_n$ and $f_n$ to one symmetric tridiagonal matrix. Solve $N=1$ and $N=2$ by hand.
4. Show that the values $I_N$ rise towards $I$ from below, estimate the rate, and find $I$ to 0.01 eV.
5. Check the result against the exact bound and continuum spectrum.
6. Estimate what nuclear recoil and molecular binding change, and what the latter does to the stopping of a 1 MeV proton.

## Solution

### 1. Where the logarithm comes from

The ion's Coulomb potential has Fourier component $4\pi Z_1/q^2$ in magnitude. A heavy ion that gives up momentum $\mathbf q$ loses energy $\mathbf q\cdot\mathbf v$. The golden rule gives the excitation rate per unit ion density, and division by $v$ gives the cross section:

$$\sigma_n=\frac{2\pi}{v}\int\!\frac{d^3q}{(2\pi)^3}\frac{16\pi^2Z_1^2}{q^4}|\langle n|e^{i\mathbf q\cdot\mathbf r}|0\rangle|^2\,\delta(\omega_n-\mathbf q\cdot\mathbf v).$$

The angular integral of the delta function is $2\pi/(qv)$ if $q>\omega_n/v$, and zero otherwise. Hence the energy loss per unit areal density of atoms is

$$\sum_n\omega_n\sigma_n=\frac{4\pi Z_1^2}{v^2}L,\quad L=\sum_n\int_{\omega_n/v}\frac{dq}{q}F_n(q),\quad F_n=\frac{2\omega_n}{q^2}|\langle n|e^{i\mathbf q\cdot\mathbf r}|0\rangle|^2 .$$

The double commutator $[e^{-i\mathbf q\cdot\mathbf r},[H,e^{i\mathbf q\cdot\mathbf r}]]=q^2$ has the ground-state expectation value $2\sum_n\omega_n|\langle n|e^{i\mathbf q\cdot\mathbf r}|0\rangle|^2$. Therefore $\sum_nF_n(q)=1$ at every $q$.

For large $v$, split the integral at $q_c$ with $\omega/v\ll q_c\ll1$ for the excitations that carry most of the strength. Below $q_c$, expanding the exponential gives $F_n\to f_n$, and this part is

$$\sum_nf_n\ln\frac{q_cv}{\omega_n}=\ln(q_cv)-\ln I .$$

Above $q_c$ the sum rule replaces the strengths by one. At large $q$ the electron responds as if free and at rest, so $\omega\simeq q^2/2$. The condition $\omega\le qv$ then gives $q\le2v$, and this part is $\ln(2v/q_c)$. The arbitrary $q_c$ cancels:

$$L=\ln\frac{2v^2}{I}.$$

This is the leading nonrelativistic result for fast ions in the first Born approximation, which also requires $Z_1\ll v$. It fails when $2v^2$ is not large compared with $I$, and at $2v^2=I$ it would even give zero stopping.

### 2. Matrices

The angular factor between the s state and the $m=0$ p state is $\langle10|\cos\theta|00\rangle=1/\sqrt3$. With $u_0=2re^{-r}$,

$$f_n=\tfrac23\,\omega_n\langle u_n|d\rangle^2,\qquad d(r)=ru_0=2r^2e^{-r}.$$

The radial Hamiltonian is $H=-\frac12\frac{d^2}{dr^2}+\frac1{r^2}-\frac1r$. Differentiating the basis function twice gives

$$\frac{d^2}{dx^2}\!\left(x^2e^{-x/2}L\right)=e^{-x/2}\!\left[x^2L''+(4x-x^2)L'+\left(2-2x+\tfrac{x^2}{4}\right)L\right].$$

The Laguerre equation $xL''+(4-x)L'+kL=0$ turns the first two terms into $-kxL$. Thus

$$\frac{d^2\varphi_k}{dx^2}=\left[\frac14-\frac{k+2}{x}+\frac2{x^2}\right]\varphi_k .$$

Multiplication by $-\frac12(2\lambda)^2$ produces $-\lambda^2/2+\lambda(k+2)/r-1/r^2$. The last term cancels the centrifugal term, so

$$H\varphi_k=\left[-\frac{\lambda^2}{2}+\frac{\lambda(k+2)-1}{r}\right]\varphi_k .$$

Since $dr/r=dx/x$, Laguerre orthogonality with weight $x^3e^{-x}$ gives $\langle\varphi_j|1/r|\varphi_k\rangle=\delta_{jk}$. The overlap has one more factor $x$ and a factor $1/(2\lambda)$. Using

$$xL_k^{(3)}=(2k+4)L_k^{(3)}-(k+1)L_{k+1}^{(3)}-(k+3)L_{k-1}^{(3)},$$

its nonzero elements are

$$S_{kk}=\frac{k+2}{\lambda},\qquad S_{k,k+1}=-\frac{(k+1)N_k}{2\lambda N_{k+1}}=-\frac{\sqrt{(k+1)(k+4)}}{2\lambda}.$$

The Hamiltonian matrix is $-\frac{\lambda^2}{2}S$ plus a diagonal matrix with entries $\lambda(k+2)-1$.

### 3. The choice $\lambda=1$

Now $-\lambda^2/2=E_0$. Writing $D=\mathrm{diag}(k+1)$, the eigenvalue problem for the excitation energy is

$$Dc=\omega Sc,\qquad c^TSc=1 .$$

Set $y=D^{1/2}c$ and $t=1/\omega$. Then $Jy=ty$ with $J=D^{-1/2}SD^{-1/2}$, or

$$J_{kk}=\frac{k+2}{k+1},\qquad J_{k,k+1}=-\frac12\sqrt{\frac{k+4}{k+2}} .$$

The normalization is $y^Ty=c^TDc=\omega$, so the unit eigenvector is $v=y/\sqrt\omega$.

The source also simplifies. Since $\varphi_0=4r^2e^{-r}/\sqrt6$, we have $d=(\sqrt6/2)\varphi_0$. The first row of $Sc=tDc$ gives

$$\langle u|d\rangle=\frac{\sqrt6}{2}(Sc)_0=\frac{\sqrt6}{2}\,t\,c_0=\frac{\sqrt6}{2}\,t\sqrt\omega\,v_0 ,$$

$$f=\frac23\,\omega\cdot\frac32\,t^2\omega\,v_0^2=v_0^2 .$$

The strengths are squared first components of orthonormal eigenvectors. They add to one for every $N$, and

$$\ln I_N=-\sum_jv_{0j}^2\ln t_j .$$

At finite $N$ the sum is guaranteed to be one because $d$ lies in the basis. With $\lambda=2$ and $N=4$, $d$ is not in the basis, and the strengths add to 1.041.

For $N=1$, $t=2$ and $\omega=1/2$, so $I_1=13.61$ eV. For $N=2$,

$$J=\begin{pmatrix}2&-1/\sqrt2\\-1/\sqrt2&3/2\end{pmatrix},\qquad t^2-\tfrac72t+\tfrac52=0,\qquad t=\tfrac52,\ 1 .$$

The excitation energies are 0.4 and 1 hartree. The mean of $t$ must equal $J_{00}=2$, so $\frac52f_1+(1-f_1)=2$, which gives $f_1=2/3$ and $f_2=1/3$. Therefore

$$\ln I_2=\tfrac23\ln0.4+\tfrac13\ln1=-0.611,\qquad I_2=0.543\text{ hartree}=14.77\text{ eV}.$$

Neither energy is a spectral line: 0.4 hartree falls between the $n=2$ and $n=3$ excitations at $3/8$ and $4/9$, and 1 hartree lies in the continuum. The two points represent averages over the spectrum.

### 4. Convergence from below

As $N\to\infty$ the Sturmian basis becomes complete, and $J$ represents the full p-wave problem. The moment $\sum f t^m$ is $(J^m)_{00}$. Because $J$ is tridiagonal, a product of $m$ elements that starts and ends at index 0 reaches index $m/2$ at most. Truncation to indices $0,\dots,N-1$ therefore leaves all moments up to $m=2N-1$ unchanged. This is the defining property of an $N$-point Gauss quadrature in $t=1/\omega$. For $N=2$ the moments $m=1,2,3$ are 2, 4.5 and 10.75, equal to the exact ones. The fourth is 26.375 instead of 26.583.

The sign of the error follows. Let $g(t)=-\ln t$, and let $h(t)$ be the polynomial of degree $2N-1$ that matches $g$ and $g'$ at the $N$ nodes. The interpolation remainder is

$$g(t)-h(t)=\frac{g^{(2N)}(\xi)}{(2N)!}\prod_j(t-t_j)^2,\qquad g^{(2N)}(\xi)=\frac{(2N-1)!}{\xi^{2N}}>0 .$$

The true average of $h$ equals its quadrature value, which is $\ln I_N$. Averaging the remainder over the true spectrum gives $\ln I>\ln I_N$. Averaging it over the $(N+1)$-point rule, which also integrates $h$ without error and has nodes different from the $t_j$, gives $\ln I_{N+1}>\ln I_N$.

The rate is set by high excitation energies. Section 5 shows that $df/d\omega\propto\omega^{-7/2}$ there. With $|d\omega|=t^{-2}|dt|$, this becomes $df/dt\propto t^{3/2}$ near $t=0$, where $\ln t$ is singular. For large $k$ the elements of $J$ approach 1 and $-1/2$, so its eigenvalues behave like $1-\cos\theta\simeq\theta^2/2$ with $\theta$ in steps of order $1/N$. The smallest $t$ is then of order $N^{-2}$. The strength below that scale, where the nodes do not resolve the logarithm, is

$$\int_0^{N^{-2}}t^{3/2}dt\propto N^{-5}.$$

This is a scaling argument, not a proof. Diagonalization gives:

| $N$ | $I_N$ (eV) | $\ln I-\ln I_N$ |
|---:|---:|---:|
| 1 | 13.606 | $9.7\times10^{-2}$ |
| 2 | 14.773 | $1.5\times10^{-2}$ |
| 3 | 14.933 | $3.9\times10^{-3}$ |
| 5 | 14.982 | $6.0\times10^{-4}$ |
| 10 | 14.991 | $3.4\times10^{-5}$ |
| 20 | 14.991 | $1.5\times10^{-6}$ |

The errors are relative to the exact spectral sum of section 5. Between $N=40$ and $N=80$ the error falls with exponent 4.87, close to the estimated 5. To 0.01 eV,

$$I=14.99\text{ eV},$$

a value to which $I_N$ already rounds at $N=6$ (14.987 eV); ten basis functions come within 0.001 eV of the limit.

At $N=40$ the lowest eigenvector has become the physical $n=2$ state, with $\omega=0.3750$ hartree and $f=0.4162$. The highest lies at 167 hartree with $f=4\times10^{-6}$; it is a quadrature point for the continuum tail.

### 5. The exact spectrum

The equation for $H\varphi_0$ at $\lambda=1$ gives $(H-E_0)d=d/r=u_0$. For any p state $u$ with excitation energy $\omega$,

$$\langle u|d\rangle=\frac1\omega\langle u|u_0\rangle=\frac2\omega\int_0^\infty u(r)\,re^{-r}dr ,$$

where $u$ and $u_0$ are radial functions of different angular momentum, so their overlap need not vanish. Writing $u=Cr^2e^{-\kappa r}{}_1F_1(a;4;2\kappa r)$, integrate the series term by term:

$$\int_0^\infty r^3e^{-sr}{}_1F_1(a;4;br)\,dr=\frac6{s^4}\sum_m\frac{(a)_m}{m!}\left(\frac bs\right)^m=6s^{a-4}(s-b)^{-a}.$$

Analytic continuation extends this beyond $|b|<|s|$. Here $s=1+\kappa$ and $b=2\kappa$.

**Bound states.** Take $\kappa=1/n$ and $a=2-n$. The state is $\varphi_{n-2}$ at $\lambda=1/n$, divided by $\sqrt{S_{kk}}=n$. With $L_k^{(3)}(0)=(k+3)!/(6\,k!)$ this gives $C^2=\frac49(n^2-1)/n^5$. Inserting the integral and $\omega=(1-n^{-2})/2$,

$$f_n=\frac{256}{3}\frac{n^5}{(n^2-1)^4}\left(\frac{n-1}{n+1}\right)^{2n}.$$

**Continuum.** Take $\kappa=ik$, $a=2+i/k$ and $k^2=2\omega-1$. The large-$r$ form of ${}_1F_1$ gives a sine wave of amplitude $3Ce^{-\pi/2k}/(k^2|\Gamma(2+i/k)|)$. Normalization per unit energy requires amplitude $\sqrt{2/(\pi k)}$. With $|\Gamma(2+iy)|^2=(1+y^2)\pi y/\sinh\pi y$ and $y=1/k$,

$$C^2=\frac49\,\frac{1+k^2}{1-e^{-2\pi/k}} .$$

The integral has modulus $6(1+k^2)^{-2}e^{-2\arctan(k)/k}$. Since $1+k^2=2\omega$,

$$\frac{df}{d\omega}=\frac{16}{3\omega^4}\,\frac{e^{-4\arctan(k)/k}}{1-e^{-2\pi/k}} .$$

For large $k$ the last denominator tends to $2\pi/k$, so the density falls as $\omega^{-4}k\propto\omega^{-7/2}$, as used above.

Summation and quadrature give strengths 0.5650 (bound) and 0.4350 (continuum), which add to one. The logarithmic parts are

$$\ln I=-0.5236-0.0726=-0.5962,\qquad I=0.5509\text{ hartree}=14.99\text{ eV}.$$

The continuum part is small because $\ln\omega$ changes sign at 1 hartree, not because the continuum is unimportant. An average over bound states alone would give 10.77 eV.

### 6. Recoil, molecules and a 1 MeV proton

A proton of finite mass $M$ replaces the electron mass by the reduced mass. All excitation energies scale by $M/(M+1)$, which shifts $I$ by $-0.008$ eV. The value 14.99 eV thus belongs to the fixed nucleus; with recoil it rounds to 14.98 eV.

Binding matters far more. Time-dependent Hartree–Fock for H$_2$ at a fixed bond length of 1.4 bohr, in a Gaussian basis with s, p and d functions, gives $I\approx19.5$ eV and a strength sum of 2.0005 for two electrons. The same basis gives 14.99 eV for the atom. A larger basis with f functions changes the molecular value by less than 0.01 eV, but the value omits correlation beyond this linear response, and nuclear vibration. Both matter in the last digit: full configuration interaction in a smaller basis raises $I$ by about 0.16 eV, and stretching the bond to 1.449 bohr, near its vibrational mean, lowers the Hartree–Fock response value by 0.44 eV. The molecular $I$ is therefore fixed here only to a few tenths of an eV, which leaves the change in $L$ below near 5 percent.

In nonrelativistic kinematics a 1 MeV proton has $v^2=40.0$ atomic units. With the atomic value,

$$L=\ln\frac{2\times40.0}{0.5509}=4.98 .$$

With the H$_2$ value at the same speed, $L=4.72$ per electron, which is about 5 percent lower. The squared ratio of electron to proton speed is 0.025. It sets the scale of the neglected shell corrections: for the atom, the full first-Born integral of section 1 gives $L=4.952$, lower by 0.027. The Bloch correction beyond first Born, about $-1.2\,Z_1^2/v^2$, is of the same size, $-0.03$. Relativistic corrections are governed by $\beta^2=0.002$.

Hydrogen gas at room temperature is molecular, so the isolated-atom value of $I$ does not describe it. For a 1 MeV proton, the fixed-bond calculation above puts the resulting change in $L$ at about 5 percent. The numerical output below lists the values to more digits.

## Table of computed values

```
hartree energy: 27.211386 eV
Sturmian results, lambda = 1:
  N=  1  I = 13.605693 eV  error of ln I = 9.70e-02
  N=  2  I = 14.772613 eV  error of ln I = 1.47e-02
  N=  3  I = 14.932730 eV  error of ln I = 3.91e-03
  N=  5  I = 14.982368 eV  error of ln I = 5.96e-04
  N= 10  I = 14.990795 eV  error of ln I = 3.37e-05
  N= 20  I = 14.991279 eV  error of ln I = 1.48e-06
  N= 40  I = 14.991301 eV  error of ln I = 5.53e-08
  N= 80  I = 14.991301 eV  error of ln I = 1.90e-09
error exponent from N=40 to N=80: 4.865
N=2 energies: 0.400000, 1.000000 hartree
N=2 strengths: 0.666667, 0.333333
sum f/omega^1: exact 2.000000, N=2 2.000000 (atomic units)
sum f/omega^2: exact 4.500000, N=2 4.500000 (atomic units)
sum f/omega^3: exact 10.750000, N=2 10.750000 (atomic units)
sum f/omega^4: exact 26.583333, N=2 26.375000 (atomic units)
N=40 lowest energy: 0.375000 hartree, f = 0.416197
N=40 highest energy: 167.16 hartree, f = 4.17e-06
N=40 states below threshold: 7
N=4 strength sum, lambda=1: 1.00000000
N=4 strength sum, lambda=2: 1.04134817
exact bound strength: 0.565004
exact continuum strength: 0.434996
bound part of ln(I/hartree): -0.523566
continuum part of ln(I/hartree): -0.072600
exact ln(I/hartree): -0.59616537
exact I: 0.55092017 hartree = 14.991301 eV
I from bound states alone: 10.772 eV
nuclear recoil shift of I: -0.0082 eV
Gaussian basis, atom: sum f = 1.0004, I = 14.99 eV
H2 bond length: 1.4 bohr
H2 time-dependent HF: sum f = 2.0005, I = 19.47 eV
proton energy: 1.0 MeV, v^2 = 40.03 a.u.
stopping logarithm with atomic I: 4.9789
stopping logarithm with H2 I: 4.7176
relative change: -5.25 percent
(electron speed / proton speed)^2: 0.0250
beta^2 of the proton: 0.00213
```
